# Hostler's Dimensional Recursion for the Coulomb Green's Function, part 2

We seek the Green's function of an attractive Coulomb centre in $D\ge2$ dimensions, in Hartree atomic units:

$$H_D=-\tfrac12\nabla^2-\frac Zr,\qquad (H_D-E)\,G_D(\mathbf r_1,\mathbf r_2)=\delta(\mathbf r_1-\mathbf r_2),$$

with the $1/r$ law kept for every $D$. Here $Z>0$, $E<0$, $k=\sqrt{-2E}$ and $0<\nu=Z/k<\tfrac12$. A solution is unique if it and its gradient are bounded at the origin and square integrable at large $r_1$.

Let $u=r_1+r_2$, $v=|\mathbf r_1-\mathbf r_2|$, $s=v^2$, $x=u+v$, $y=u-v$. Away from the source, $F(u,s)$ solves the wave equation if

$$\mathsf A_D:\quad F_{uu}+4sF_{ss}+4uF_{us}+2DF_s-k^2F=0,$$

$$\mathsf B_D:\quad 2(s-u^2)F_{us}+(D-1)F_u+2ZF=0 .$$

With Kummer's functions $U$ and ${}_1F_1$, define $A(z)=zU(1-\nu,2,z)$, $B(z)=z\,{}_1F_1(1-\nu;2;z)$, $W=e^{-z/2}A$, $M=e^{-z/2}B$ and $Q=A(kx)B(ky)$. On the half-line $r>0$, with wave functions vanishing at $r=0$,

$$G_1=\frac{\Gamma(1-\nu)}{k}\,W(kx)\,M(ky).$$

From $G_1$ upwards through odd $D$, it has been proved that

$$G_{D+2}=-\frac1\pi\frac{\partial G_D}{\partial s}=-\frac{1}{2\pi v}\frac{\partial G_D}{\partial v}\qquad(u\ \text{fixed}).$$

This gives the closed forms

$$G_3=\frac{\Gamma(1-\nu)e^{-ku}}{2\pi v}\left[A(kx)B'(ky)-A'(kx)B(ky)\right],$$

$$G_5=\frac{\Gamma(1-\nu)e^{-ku}}{4\pi^2k}\left(\frac{Q_{vv}}{v^2}-\frac{Q_v}{v^3}\right).$$

For $D\ge3$ a unit source requires the leading term $S_Dv^{2-D}$ with $\tfrac12(D-2)S_D\Omega_D=1$, where $\Omega_D=2\pi^{D/2}/\Gamma(D/2)$ is the area of the unit sphere. Hence $S_{D+2}/S_D=(D-2)/(2\pi)$.

The numerical example has $Z=1$, $k=3\ \text{bohr}^{-1}$, $\nu=1/3$, $r_1=0.6$ bohr, $r_2=1.0$ bohr and an angle of cosine $0.6$, so $u=1.6$ bohr and $v=0.8$ bohr.

To reach $D=2$, use the Weyl half-derivative

$$(-\partial_s)^{1/2}f(s)=\frac1{\sqrt\pi}\int_0^\infty\frac{-f'(s+t)}{\sqrt t}\,dt .$$

The candidate $G_2=\pi^{-1/2}(-\partial_s)^{1/2}G_1$ becomes, with $t=z^2$,

$$G_2(u,v)=\int_{-\infty}^{\infty}G_3\!\left(u,\sqrt{v^2+z^2}\right)dz .$$

For $Z=0$, $G_3=e^{-kv}/(2\pi v)$ and $G_2=K_0(kv)/\pi$, with $K_0$ the modified Bessel function; $z$ is then a Cartesian separation. With the charge present, $u$ is held fixed and $z$ loses that direct meaning.

**Q:** Worse, the triangle inequality demands $v\le u$. Your integral runs beyond every physical configuration.

**A:** It does, and it must. For $v>u$ the variable $y$ is negative. $B$ is an entire function and $x$ stays positive, so the formula for $G_3$ continues without ambiguity. What has to be checked is convergence. For large $z$, the Kummer functions behave as

$$A(z)\simeq z^\nu,\qquad A'(z)\simeq\nu z^{\nu-1},$$

$$B(-z)\simeq-\frac{z^\nu}{\Gamma(1+\nu)},\qquad B'(-z)\simeq\frac{z^{\nu-1}}{\Gamma(\nu)} .$$

Since $\nu/\Gamma(1+\nu)=1/\Gamma(\nu)$, the two terms of the bracket add, and

$$G_3\simeq\frac{\Gamma(1-\nu)}{\pi\,\Gamma(\nu)}\,e^{-ku}k^{2\nu-1}v^{2\nu-2}\qquad(v\to\infty,\ u\ \text{fixed}).$$

The exponential decay in $v$ has been replaced by a power. The integral over $z$ converges if $2\nu-2<-1$, that is, if $\nu<\tfrac12$. For $\nu=1/3$ the computed exponent of the tail is $-1.333333$, as predicted.

**Q:** So your method breaks down at $\nu=\tfrac12$. Is that a defect of the integral or physics?

**A:** Physics: $\nu=\tfrac12$ is the two-dimensional ground state. The tail contributes $2\int^\infty z^{2\nu-2}dz$, whose divergent part is $2/(1-2\nu)$. At $\nu\to\tfrac12$ its coefficient tends to $e^{-ku}/\pi$, so

$$G_2\simeq\frac{2\,e^{-ku}}{\pi(1-2\nu)} .$$

Compare this with the spectral form. The normalized ground state is $\sqrt{8Z^2/\pi}\,e^{-2Zr}$, since $2\pi\int_0^\infty re^{-4Zr}dr=\pi/(8Z^2)$. The energy distance is

$$-2Z^2+\frac{Z^2}{2\nu^2}=\frac{Z^2(1-2\nu)(1+2\nu)}{2\nu^2}\to4Z^2(1-2\nu).$$

The quotient is $2e^{-2Zu}/[\pi(1-2\nu)]$, the same pole with $k=2Z$. The unphysical region thus supplies the bound-state pole. At energies above this level, the integral must be replaced by its analytic continuation in $k$.

**Q:** You have not yet shown that the half-step respects the wave equation.

**A:** Let $h(u,s)$ solve $\mathsf A_{D+1}$ and $\mathsf B_{D+1}$, and put $g(u,s)=\int_0^\infty h(u,s+t)\,t^{-1/2}dt$. Write the equations at the point $s+t$, multiply by $t^{-1/2}$ and integrate. The explicit factor $s+t$ leaves one extra term in each. In the first it is

$$4\int_0^\infty\!t^{1/2}\,\partial_th_s\,dt=-2\int_0^\infty\!t^{-1/2}h_s\,dt=-2g_s,$$

which changes $2(D+1)$ into $2D$. In the second it is

$$2\int_0^\infty\!t^{1/2}\,\partial_th_u\,dt=-\int_0^\infty\!t^{-1/2}h_u\,dt=-g_u,$$

which changes the coefficient of $h_u$ from $D$ to $D-1$. So $g$ solves $\mathsf A_D$ and $\mathsf B_D$.

The boundary terms vanish at $t=0$. At infinity, for $h=G_3$, the larger one goes as $t^{1/2}t^{\nu-1}$, which vanishes for $\nu<\tfrac12$. For higher $D$ the decay is faster.

**Q:** Then why not stop at $v=u$ and avoid the strange region?

**A:** At a finite upper end the boundary terms survive, so this proof fails. The size of the missing part is not small. At $u=1.6$ and $v=0.8$ bohr, the range $v<u$ contributes $0.03595$ to a total of $0.04255\ \text{hartree}^{-1}\text{bohr}^{-2}$. The remaining

$$\frac{0.04255-0.03595}{0.04255}\simeq15.5\%$$

comes from $v>u$.

**Q:** And the source in two dimensions?

**A:** I need the local form of $G_2$ for this, and it will be useful again. Near $v=0$, $G_3=\sum_{n\ge0}g_n(u)v^{n-1}$ with $g_0=1/(2\pi)$. Split the $t$-integral at some small $T$. The part $t>T$ is analytic in $s$ near zero. In the part $t<T$, odd $n$ gives an integer power of $s+t$ and hence a polynomial in $s$. Even $n=2m$ gives

$$I_m(s)=\int_0^T(s+t)^{m-1/2}t^{-1/2}dt,\qquad I_m'=(m-\tfrac12)I_{m-1}.$$

The first of these is

$$I_0=2\ln\!\left(\sqrt T+\sqrt{s+T}\right)-\ln s .$$

By repeated integration, $I_m$ contains $-\alpha_ms^m\ln s$, where $\alpha_0=1$ and $\alpha_m=(m-\tfrac12)\alpha_{m-1}/m$; the rest is analytic. As $\ln s=2\ln v$,

$$G_2=L(u,s)\ln v+R(u,s),\qquad L(u,0)=-2g_0=-\frac1\pi,$$

with $L$ and $R$ analytic in $s$ at $s=0$. The flux of $-\tfrac12\nabla G_2$ through a small circle is $\tfrac12(2\pi\varepsilon)/(\pi\varepsilon)=1$. The corrections have gradients that remain bounded and contribute no flux in the limit. At the origin $v=r_2>0$, and $G_2$ and its gradient are bounded.

**Q:** What happens far away? You integrate over a region with only algebraic decay.

**A:** That decay is in the integration variable. The whole tail carries $e^{-ku}$. For $r_1\to\infty$ at fixed $r_2$, the part with $v<u$ has $x\ge2r_1$ and $0\le y\le2r_2$, which gives $e^{-kr_1}$ times powers. The part with $v>u$ gives $e^{-k(r_1+r_2)}$ times powers. Derivatives behave alike. Thus $G_2$ meets every condition and is the two-dimensional Green's function by uniqueness.

**Q:** Do I then need a fresh half-derivative for $D=4$, another for $D=6$, and so on?

**A:** No. Once $G_2$ is known, whole derivatives suffice. Differentiation under the integral gives

$$-\frac1\pi\frac{\partial G_2}{\partial s}=\int_{-\infty}^{\infty}G_5\!\left(u,\sqrt{v^2+z^2}\right)dz .$$

This solves $\mathsf A_4$ and $\mathsf B_4$. Near the source, $-(2\pi v)^{-1}\partial_v$ turns $-(1/\pi)\ln v$ into $1/(2\pi^2v^2)$. The required coefficient is $S_4=2/(2\Omega_4)=1/(2\pi^2)$, since $\Omega_4=2\pi^2$. The other singular terms are logarithmic and carry no flux. The source factor for higher even $D$ follows by the same ratio $(D-2)/(2\pi)$ as before. So the recursion holds for all even $D\ge2$ as well. The half-derivative is needed to cross from the odd ladder to the even one.

**Q:** "Needed" is a strong word. Perhaps someone will find a formula for $G_2$ in the same Whittaker functions.

**A:** Not a finite one of the same type. Suppose $G_2$ were a finite sum of products of $W$, $W'$ at $kx$ and $M$, $M'$ at $ky$, with coefficients algebraic in $u$ and $v$. At $v=0$ both arguments equal $ku>0$, where these functions are analytic. Algebraic coefficients have at most fractional powers of $v$. After enough turns around $v=0$ in the complex plane, the sum would return to its value. But after $N$ turns $L\ln v+R$ has changed by $2\pi iNL$, which is not zero.

**Q:** Could the logarithm disappear higher up, after many derivatives?

**A:** It cannot for $\nu<\tfrac12$. Insert $L\ln v+R$ into $\mathsf A_2$ and $\mathsf B_2$. Derivatives of the logarithm give only powers of $s$, so the terms that still multiply $\ln v$ must cancel by themselves. Hence $L$ also solves $\mathsf A_2$ and $\mathsf B_2$. The logarithm in $D=2+2m$ has the coefficient $(-1/\pi)^m\partial_s^mL$. If this vanished, $L$ would be a polynomial in $s$, with some highest term $a_n(u)s^n$. The coefficients of $s^n$ in the two equations are

$$a_n''-k^2a_n=0,\qquad(2n+1)a_n'+2Za_n=0 .$$

The second gives $a_n\propto e^{-2Zu/(2n+1)}$. The first then demands $k=2Z/(2n+1)$, or $\nu=n+\tfrac12$, which is excluded. So every even dimension keeps its logarithm, and the argument against a finite formula applies to each. It excludes this class of formulas; it says nothing against other special functions or integral representations.

**Q:** Everything rests on your two variables. Is there a route that does not use them?

**A:** For $D\ge2$ there is. Let $c=\cos\theta$ be the cosine of the angle between $\mathbf r_1$ and $\mathbf r_2$. For $D\ge3$ expand in angular momentum:

$$G_D=\sum_{l=0}^\infty\frac{g_\mu(r_1,r_2)}{(r_1r_2)^{(D-1)/2}}\;\frac{2l+D-2}{(D-2)\Omega_D}\,C_l^{(D/2-1)}(c),$$

with Gegenbauer polynomials $C_l^{(\lambda)}$. After the factor $r^{-(D-1)/2}$ is removed, the centrifugal term is $(\mu^2-\tfrac14)/(2r^2)$ with

$$\mu=l+\frac D2-1,$$

because $l(l+D-2)+\tfrac14(D-1)(D-3)=\mu^2-\tfrac14$. Raising $D$ by two and lowering $l$ by one leaves $\mu$, and hence $g_\mu$, unchanged. The polynomials obey $dC_l^{(\lambda)}/dc=2\lambda C_{l-1}^{(\lambda+1)}$. Thus the derivative of the angular factor is

$$\frac{2l+D-2}{\Omega_D}\,C_{l-1}^{(D/2)}(c)=2\pi\,\frac{2(l-1)+D}{D\,\Omega_{D+2}}\,C_{l-1}^{(D/2)}(c),$$

using $\Omega_{D+2}=2\pi\Omega_D/D$. The fraction on the right, with its polynomial, is the angular factor of $l-1$ in $D+2$ dimensions. Summing over $l$,

$$G_{D+2}=\frac1{2\pi r_1r_2}\frac{\partial G_D}{\partial c}\qquad(r_1,r_2\ \text{fixed}).$$

For $D=2$ the angular factors are $1/(2\pi)$ for $l=0$ and $\cos(l\theta)/\pi$ otherwise. The derivative of the latter with respect to $c$ is $l\sin(l\theta)/(\pi\sin\theta)$, which is $2\pi$ times the four-dimensional factor for $l-1$.

**Q:** I see no Coulomb potential in that argument.

**A:** There is none. It holds for any central potential, kept the same in both dimensions, for which the radial problems are well defined. It agrees with the earlier form: from $v^2=r_1^2+r_2^2-2r_1r_2c$ one has $v\,dv=-r_1r_2\,dc$, and $u$ is constant when $r_1$ and $r_2$ are. What the Coulomb potential adds is the dependence on $u$ and $v$ alone. On a line $c$ can only be $\pm1$, so an angular derivative has no meaning there. The two-variable form lets one differentiate $G_1$ all the same, and that is why the odd ladder begins with a product of two radial functions.

**Q:** Then the partial waves can test your claims independently.

**A:** They can, including the claim about two variables. Take a second pair of points with $r_1=0.5$ and $r_2=1.1$ bohr. To keep $v=0.8$ bohr the cosine must be

$$c=\frac{0.25+1.21-0.64}{1.10}=0.74545,$$

and $u$ is again $1.6$ bohr. The partial-wave sums for both geometries agree with the following values, in $\text{hartree}^{-1}\text{bohr}^{-D}$:

- $G_2=0.04255$, from the half-derivative of $G_1$;
- $G_3=0.02691$, from the closed form;
- $G_4=0.02164$, from the half-step applied to $G_5$;
- $G_5=0.01955$, from the closed form.

The tests allow a relative difference of $10^{-6}$. Several low radial channels were also compared with a direct solution of the radial equation on a grid; the largest relative deviation was $4\times10^{-6}$. Differentiating $G_2$ numerically with respect to $v$ gives $0.02164$ for $G_4$ too, which tests the whole step on the even ladder. The coefficient of $-\ln v$ in $G_2$, taken from two small separations, is $0.31831$, as is $1/\pi$ to these digits. More digits are in the numerical output.

**Q:** How much of these values is due to the charge?

**A:** At the same $k$ and $v$, the free values are $0.02235$ for $D=2$ and $0.01805$ for $D=3$. The ratios are $0.04255/0.02235=1.90$ and $0.02691/0.01805=1.49$. At these points the attraction therefore raises the two-dimensional function by a larger factor than the three-dimensional one. The chosen energy is nearer, in terms of $\nu$, to the first pole in two dimensions, at $\nu=\tfrac12$, than to that in three, at $\nu=1$. This is in line with the larger ratio in two dimensions, but the numbers at one point do not show that it is the cause.

## Numbers as computed

```
nuclear charge Z = 1
decay constant k = 3 bohr^-1
energy E = -4.5000 hartree
nu = Z/k = 0.333333
D=2 ground-state energy (nu=1/2) = -2.0000 hartree
first geometry r1, r2 = 0.6, 1.0 bohr; cos(angle) = 0.6
second geometry r1, r2 = 0.5, 1.1 bohr; cos(angle) = 0.745455
u = 1.6000 bohr, v = 0.8000 bohr
x = u+v = 2.4000 bohr, y = u-v = 0.8000 bohr
A(kx) = 1.98670080
A'(kx) = 0.08469788
B(ky) = 6.74528975
B'(ky) = 6.39763900
Gamma(1-nu) = 1.35411794
exp(-k u) = 8.22974705e-03
G_1 closed = 4.97799894e-02 hartree^-1 bohr^-1
G_2 half-derivative = 4.25522844e-02 hartree^-1 bohr^-2
G_2 partial waves, first geometry = 4.25522844e-02 hartree^-1 bohr^-2
G_2 partial waves, second geometry = 4.25522844e-02 hartree^-1 bohr^-2
G_3 closed = 2.69123635e-02 hartree^-1 bohr^-3
G_3 partial waves, first geometry = 2.69123635e-02 hartree^-1 bohr^-3
G_3 partial waves, second geometry = 2.69123635e-02 hartree^-1 bohr^-3
G_4 half-derivative = 2.16371337e-02 hartree^-1 bohr^-4
G_4 partial waves, first geometry = 2.16371336e-02 hartree^-1 bohr^-4
G_4 partial waves, second geometry = 2.16371336e-02 hartree^-1 bohr^-4
G_5 closed = 1.95489106e-02 hartree^-1 bohr^-5
G_5 partial waves, first geometry = 1.95489106e-02 hartree^-1 bohr^-5
G_5 partial waves, second geometry = 1.95489106e-02 hartree^-1 bohr^-5
G_3 from numerical dG_1/dv = 2.69123635e-02 hartree^-1 bohr^-3
G_4 from numerical dG_2/dv = 2.16371317e-02 hartree^-1 bohr^-4
G_5 from numerical dG_3/dv = 1.95489106e-02 hartree^-1 bohr^-5
largest relative deviation, radial grid = 4.0e-06
2 pi v G_3 at v = 1e-6 bohr = 0.9999975
coefficient of -ln v in G_2 = 0.318308
1/pi = 0.318310
tail exponent of G_3 in v = -1.333333
2 nu - 2 = -1.333333
G_2 integral, part v<u = 3.59473823e-02 hartree^-1 bohr^-2
share of G_2 integral from v>u = 15.5219 percent
free G_2 = 2.23508740e-02 hartree^-1 bohr^-2
free G_3 = 1.80477634e-02 hartree^-1 bohr^-3
```
